# The 1/W Error of a Vacancy Imitated by a Large Site Energy: verification in Python

```python
"""
Result under test: a vacancy imitated by a site energy W in a gapped lattice
has its gap level at
    E_W = E_v - tau2/W - tau2*b/W**2 + O(W**-3),
E_v  : gap level of the lattice with site 0 deleted, state psi_v
tau2 : |<0|H|psi_v>|**2, equal to -1/G00'(E_v), G00 = bulk Green function
b    : E_v minus the regular part of the self-energy of site 0 at E_v
Site 0 is always the first basis state. Energies in eV, lengths in nm.
"""
import numpy as np
from scipy import constants as const


def bulk_edges(h):
    levels = np.linalg.eigvalsh(h)
    half = len(levels) // 2
    return levels[half - 1], levels[half]


def gap_states(h, edges, margin=1e-7):
    levels, states = np.linalg.eigh(h)
    inside = (levels > edges[0] + margin) & (levels < edges[1] - margin)
    return levels, states, np.flatnonzero(inside)


def vacancy(h, edges):
    """Gap level, its state, squared coupling to site 0, and b."""
    levels, states, found = gap_states(h[1:, 1:], edges)
    assert len(found) == 1
    v = found[0]
    couplings = np.abs(h[0, 1:] @ states) ** 2
    others = np.arange(len(levels)) != v
    regular = np.sum(couplings[others] / (levels[v] - levels[others]))
    return levels[v], states[:, v], couplings[v], levels[v] - regular


def imitation(h, edges, w):
    """Gap level and weight on site 0 when the site energy is w."""
    changed = h.copy()
    changed[0, 0] = w
    levels, states, found = gap_states(changed, edges)
    assert len(found) == 1
    return levels[found[0]], abs(states[0, found[0]]) ** 2


def ring(n_cells, bond, intra, e_even=0.0, e_odd=0.0):
    n = 2 * n_cells
    h = np.diag(np.tile([e_even, e_odd], n_cells)).astype(float)
    for i in range(n):
        j = (i + 1) % n
        h[i, j] = h[j, i] = bond if i % 2 == 0 else intra
    return h


# ---------- general lattice: two dimensions, complex couplings ----------
L = 8
h2 = np.zeros((2 * L * L, 2 * L * L), dtype=complex)


def site(x, y, orbital):
    return 2 * ((x % L) * L + y % L) + orbital


def couple(i, j, t):
    h2[i, j] += t
    h2[j, i] += np.conj(t)


for x in range(L):
    for y in range(L):
        a, b_site = site(x, y, 0), site(x, y, 1)
        h2[a, a], h2[b_site, b_site] = 0.5, -0.3
        couple(a, b_site, -3.0)
        couple(b_site, site(x + 1, y, 0), -0.6 * np.exp(0.4j))
        couple(b_site, site(x, y + 1, 0), -0.4 * np.exp(-0.7j))
        couple(a, site(x, y + 1, 0), -0.25 * np.exp(0.3j))
        couple(b_site, site(x, y + 1, 1), 0.15)
edges2 = bulk_edges(h2)
ev2, _, tau2_2, b2 = vacancy(h2, edges2)

bulk_e, bulk_c = np.linalg.eigh(h2)
site_weight = np.abs(bulk_c[0]) ** 2
green = np.sum(site_weight / (ev2 - bulk_e))
green_slope = -np.sum(site_weight / (ev2 - bulk_e) ** 2)
assert abs(green) < 1e-10
assert abs(-1 / green_slope / tau2_2 - 1) < 1e-9
bound2 = np.sum(np.abs(h2[0, 1:]) ** 2)
assert 0 < tau2_2 <= bound2

shift2, leak2 = {}, {}
for w in (200.0, 400.0, -400.0):
    level, leak2[w] = imitation(h2, edges2, w)
    shift2[w] = level - ev2
    g_w = np.sum(site_weight / (level - bulk_e))
    assert abs(g_w * (w - 0.5) - 1) < 1e-7
rest = [shift2[w] + tau2_2 / w + tau2_2 * b2 / w**2 for w in (200.0, 400.0)]
rest_order = np.log2(abs(rest[0] / rest[1]))
assert abs(rest_order - 3) < 0.1          # next order shifts this slightly
assert shift2[400.0] < 0 < shift2[-400.0]
mean_pm = 0.5 * (shift2[400.0] + shift2[-400.0])
assert abs(mean_pm * 400**2 / (-tau2_2 * b2) - 1) < 0.01
assert abs(leak2[400.0] * 400**2 / tau2_2 - 1) < 0.01
extrap2 = 2 * shift2[400.0] - shift2[200.0]
assert abs(extrap2) < abs(shift2[400.0]) / 20

# ---------- edge case: vacancy state at a band edge ----------
t_ion, delta = 1.0, 1.0
ionic = ring(200, t_ion, t_ion, delta, -delta)
edges_ion = bulk_edges(ionic)
edge_scaled = {}
for w in (-20.0, -40.0):
    above = imitation(ionic, edges_ion, w)[0] + delta
    edge_scaled[w] = above * (w - delta) ** 2
    assert abs(edge_scaled[w] / (8 * t_ion**2 * delta) - 1) < 0.01
ionic_plus = ionic.copy()
ionic_plus[0, 0] = 40.0
assert len(gap_states(ionic_plus, edges_ion)[2]) == 0

# ---------- worked example: chain of hybrids ----------
v1, v2 = 2.45, 3.00          # magnitudes: within an atom, across a bond
spacing = 0.24               # nm between atoms, round value
chain = ring(120, -v2, -v1)
edges = bulk_edges(chain)
gap = edges[1] - edges[0]
assert abs(gap - 2 * (v2 - v1)) < 1e-9
ev, psi, tau2, b_chain = vacancy(chain, edges)
D, S = v2**2 - v1**2, v1**2 + v2**2
assert abs(ev) < 1e-9 and abs(tau2 / D - 1) < 1e-8
ratio = psi[2] / psi[0]
assert abs(ratio + v1 / v2) < 1e-8
end_weight = psi[0] ** 2
assert abs(end_weight - (1 - (v1 / v2) ** 2)) < 1e-8


def green_chain(e):
    return -e / np.sqrt((S - e * e) ** 2 - 4 * v1**2 * v2**2)


k = 2 * np.pi * (np.arange(4000) + 0.5) / 4000
for e in (-0.4, -0.1, 0.3):
    f2 = np.abs(v2 + v1 * np.exp(1j * k)) ** 2
    assert abs(np.mean(e / (e * e - f2)) - green_chain(e)) < 1e-10


def closed_level(w):
    B = w * w + 2 * S
    return -np.sign(w) * np.sqrt(2 * D**2 / (B + np.sqrt(B * B - 4 * D**2)))


table = []
for w in (10.0, 30.0, 100.0, 300.0, 1000.0):
    level, leak = imitation(chain, edges, w)
    assert abs(level - closed_level(w)) < 1e-8
    table.append((w, level, -tau2 / w, leak))
assert abs(table[-1][1] / table[-1][2] - 1) < 1e-4
extrap = 2 * closed_level(60.0) - closed_level(30.0)
assert abs(extrap) < abs(closed_level(60.0)) / 20

target = 0.010
w_needed = 1 / abs(green_chain(-target))
assert abs(imitation(chain, edges, w_needed)[0] + target) < 1e-8
kb = const.k / const.e
kt300, kt398 = kb * 300, kb * 398
false_100 = abs(table[2][1])

# ---------- size of neglected effects ----------
# repulsion of two electrons in the dangling state, softened Coulomb law
u_bare, eps_mean = 10.0, 8.0
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9      # eV nm
pos = (np.arange(len(psi)) // 2) * spacing
dist = np.abs(pos[:, None] - pos[None, :])
u_pair = 1 / (eps_mean * np.sqrt(1 / u_bare**2 + (dist / coulomb) ** 2))
prob = psi**2
repulsion = prob @ u_pair @ prob
# five per cent more s character in the dangling hybrid; e_p - e_s = 2*v1
s_extra = 0.05
orbital_shift = -s_extra * 2 * v1
rehybrid = chain.copy()
rehybrid[1, 1] += orbital_shift
ev_re, _, tau2_re, _ = vacancy(rehybrid, edges)
# second-neighbour coupling, level measured from the middle of the new gap
t_second = -0.2
second = chain.copy()
n = len(second)
for i in range(n):
    j = (i + 2) % n
    second[i, j] += t_second
    second[j, i] += t_second
edges_s = bulk_edges(second)
ev_s, _, tau2_s, _ = vacancy(second, edges_s)
ev_s_mid = ev_s - 0.5 * (edges_s[0] + edges_s[1])
bound_tetra = v2**2 + 3 * v1**2

print("GENERAL 2D LATTICE (128 sites)")
print(f"bulk gap edges: {edges2[0]:.4f} and {edges2[1]:.4f} eV")
print(f"true vacancy level E_v: {ev2:.5f} eV")
print(f"|tau|^2 from vacancy state: {tau2_2:.5f} eV^2")
print(f"-1/G00'(E_v) from bulk states: {-1/green_slope:.5f} eV^2")
print(f"upper bound on |tau|^2: {bound2:.4f} eV^2")
print(f"b: {b2:.5f} eV")
for w in (200.0, 400.0, -400.0):
    print(f"W = {w:.0f} eV: E_W - E_v = {shift2[w]*1e3:.4f} meV")
print(f"order of remainder after 1/W^2 term: {rest_order:.3f}")
print(f"error of mean of +400 and -400 eV: {mean_pm*1e3:.5f} meV")
print(f"error of 2E(400 eV)-E(200 eV): {extrap2*1e3:.5f} meV")
print("BAND-EDGE CASE (t = 1 eV, Delta = 1 eV)")
for w in (-20.0, -40.0):
    print(f"W = {w:.0f} eV: height*(W-Delta)^2 = {edge_scaled[w]:.4f} eV^3")
print("HYBRID CHAIN")
print(f"|V1| = {v1:.2f} eV, |V2| = {v2:.2f} eV, gap = {gap:.3f} eV")
print(f"vacancy level, magnitude: {abs(ev):.1e} eV")
print(f"|tau|^2: {tau2:.4f} eV^2")
print(f"amplitude ratio per atom: {ratio:.4f}")
print(f"weight on dangling hybrid: {end_weight:.4f}")
print(f"atom spacing: {spacing:.2f} nm")
print(f"amplitude decay length: {-spacing/np.log(abs(ratio)):.3f} nm")
for w, level, linear, leak in table:
    print(f"W={w:.0f} eV: level {level*1e3:.3f} meV, "
          f"-|tau|^2/W {linear*1e3:.3f} meV, site weight {leak:.2e}")
print(f"level at W = 30 eV: {closed_level(30.)*1e3:.3f} meV")
print(f"level at W = 60 eV: {closed_level(60.)*1e3:.3f} meV")
print(f"2E(60 eV)-E(30 eV): {extrap*1e3:.3f} meV")
print(f"W for a {target*1e3:.0f} meV error: {w_needed:.1f} eV")
print(f"kT at 300 K: {kt300*1e3:.2f} meV; at 398 K: {kt398*1e3:.2f} meV")
print(f"emission slowed at W=100 eV, 300 K: {np.exp(false_100/kt300):.2f}x")
print(f"emission slowed at W=100 eV, 398 K: {np.exp(false_100/kt398):.2f}x")
print("NEGLECTED EFFECTS (rough)")
print(f"bare hybrid repulsion {u_bare:.0f} eV, permittivity {eps_mean:.0f}")
print(f"repulsion in dangling state: {repulsion:.3f} eV")
print(f"extra s share {s_extra:.2f}: orbital shift {orbital_shift:.3f} eV")
print(f"  level {ev_re:.4f} eV, |tau|^2 {tau2_re:.4f} eV^2")
print(f"second-neighbour coupling {t_second:.1f} eV:")
print(f"  gap {edges_s[1]-edges_s[0]:.4f} eV, level from midgap "
      f"{ev_s_mid:.4f} eV, |tau|^2 {tau2_s:.4f} eV^2")
print(f"tetrahedral bound on |tau|^2: {bound_tetra:.3f} eV^2")
print(f"  bound divided by chain value: {bound_tetra/tau2:.2f}")
print(f"  W for leading error below 10 meV: {bound_tetra/target:.0f} eV")
print("ALL CHECKS PASSED")
```

Running it gives:

```
GENERAL 2D LATTICE (128 sites)
bulk gap edges: -2.0361 and 2.2381 eV
true vacancy level E_v: -0.32701 eV
|tau|^2 from vacancy state: 8.62938 eV^2
-1/G00'(E_v) from bulk states: 8.62938 eV^2
upper bound on |tau|^2: 9.6450 eV^2
b: -0.43319 eV
W = 200 eV: E_W - E_v = -43.0431 meV
W = 400 eV: E_W - E_v = -21.5488 meV
W = -400 eV: E_W - E_v = 21.5955 meV
order of remainder after 1/W^2 term: 2.996
error of mean of +400 and -400 eV: 0.02336 meV
error of 2E(400 eV)-E(200 eV): -0.05447 meV
BAND-EDGE CASE (t = 1 eV, Delta = 1 eV)
W = -20 eV: height*(W-Delta)^2 = 7.9987 eV^3
W = -40 eV: height*(W-Delta)^2 = 7.9999 eV^3
HYBRID CHAIN
|V1| = 2.45 eV, |V2| = 3.00 eV, gap = 1.100 eV
vacancy level, magnitude: 1.3e-15 eV
|tau|^2: 2.9975 eV^2
amplitude ratio per atom: -0.8167
weight on dangling hybrid: 0.3331
atom spacing: 0.24 nm
amplitude decay length: 1.185 nm
W=10 eV: level -262.963 meV, -|tau|^2/W -299.750 meV, site weight 2.02e-02
W=30 eV: level -98.292 meV, -|tau|^2/W -99.917 meV, site weight 3.17e-03
W=100 eV: level -29.930 meV, -|tau|^2/W -29.975 meV, site weight 2.98e-04
W=300 eV: level -9.990 meV, -|tau|^2/W -9.992 meV, site weight 3.33e-05
W=1000 eV: level -2.997 meV, -|tau|^2/W -2.997 meV, site weight 3.00e-06
level at W = 30 eV: -98.292 meV
level at W = 60 eV: -49.751 meV
2E(60 eV)-E(30 eV): -1.211 meV
W for a 10 meV error: 299.7 eV
kT at 300 K: 25.85 meV; at 398 K: 34.30 meV
emission slowed at W=100 eV, 300 K: 3.18x
emission slowed at W=100 eV, 398 K: 2.39x
NEGLECTED EFFECTS (rough)
bare hybrid repulsion 10 eV, permittivity 8
repulsion in dangling state: 0.547 eV
extra s share 0.05: orbital shift -0.245 eV
  level -0.0812 eV, |tau|^2 2.9576 eV^2
second-neighbour coupling -0.2 eV:
  gap 1.1000 eV, level from midgap -0.0733 eV, |tau|^2 2.9179 eV^2
tetrahedral bound on |tau|^2: 27.008 eV^2
  bound divided by chain value: 9.01
  W for leading error below 10 meV: 2701 eV
ALL CHECKS PASSED
```
